# Debugging a numerical check: Spin-Flip CIS Matrix Elements and Exact Exchange in Collinear Spin-Flip TDDFT

```python
"""
Result under test: for flips i(alpha, occupied) -> a(beta, virtual) from a
high-spin determinant with energy E0,
   A[ia,jb] = d_ij Fbeta_ab - d_ab Falpha_ij - cx (ij|ab),
with cx = 1 for Hartree-Fock (SF-CIS) and cx = exact-exchange fraction for a
collinear global hybrid (Tamm-Dancoff SF-TDDFT).
F = Fock or Kohn-Sham matrix of each spin; (pq|rs) = charge-density order.
kappa = amplitudes of alpha->beta rotations, lam = of beta->alpha rotations.
Hartree atomic units; the molecule is triplet CH2 in the 6-31G basis.
"""
import numpy as np
from scipy.linalg import expm, block_diag
from scipy.constants import physical_constants
from pyscf import gto, scf, dft

EV = physical_constants["Hartree energy in eV"][0]
bond, angle = 1.10, 130.0
half = np.radians(angle / 2)
y, z = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[["C", (0, 0, 0)], ["H", (0, y, z)], ["H", (0, -y, z)]],
            basis="6-31g", spin=2, verbose=0)
n = mol.nao_nr()
na, nb = mol.nelec
eri = mol.intor("int2e").reshape(n, n, n, n)
hcore = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
enuc = mol.energy_nuc()
grids = dft.gen_grid.Grids(mol)
grids.level = 2
grids.build()
ni = dft.numint.NumInt()


def integrals(c1, c2, c3, c4):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, c1, c2, c3, c4,
                     optimize=True)


def coulomb(d):
    return np.einsum("pqrs,rs->pq", eri, d)


def exchange(d):
    return np.einsum("prqs,rs->pq", eri, d)


def xc_part(xc, da, db):
    if xc is None:
        return 0.0, np.zeros((2, n, n))
    _, exc, vxc = ni.nr_uks(mol, grids, xc, np.array([da, db]))
    return float(exc), np.asarray(vxc)


def fock_pair(ca, cb, xc, cx):
    da, db = ca[:, :na] @ ca[:, :na].T, cb[:, :nb] @ cb[:, :nb].T
    v = xc_part(xc, da, db)[1]
    common = hcore + coulomb(da + db)
    return common - cx * exchange(da) + v[0], common - cx * exchange(db) + v[1]


def energy(cocc, xc, cx):
    """Collinear energy of a determinant of two-component orbitals."""
    g = cocc @ cocc.T
    aa, bb, ab = g[:n, :n], g[n:, n:], g[:n, n:]
    tot = aa + bb
    ex = sum(f * np.sum(d * exchange(d)) for f, d in ((1, aa), (1, bb), (2, ab)))
    return (enuc + np.sum(hcore * tot) + 0.5 * np.sum(coulomb(tot) * tot)
            - 0.5 * cx * ex + xc_part(xc, aa, bb)[0])


def one_body(foo, fvv):
    return (np.einsum("ij,ab->iajb", np.eye(len(foo)), fvv)
            - np.einsum("ij,ab->iajb", foo, np.eye(len(fvv))))


def flip_matrix(ca, cb, fa, fb, cx):
    o, v = ca[:, :na], cb[:, nb:]
    w = integrals(o, o, v, v).transpose(0, 2, 1, 3)
    size = na * (n - nb)
    a = one_body(o.T @ fa @ o, v.T @ fb @ v) - cx * w
    return a.reshape(size, size), w.reshape(size, size)


# ---- determinants as bit strings; alpha orbitals 0..n-1, beta n..2n-1 ----
def parity(det, p):
    return -1 if bin(det & ((1 << p) - 1)).count("1") % 2 else 1


def strip(det, p):
    return det ^ (1 << p), parity(det, p)


def excite(det, i, a):
    rest, s = strip(det, i)
    return rest | (1 << a), s * parity(rest, a)


reference = sum(1 << p for p in list(range(na)) + list(range(n, n + nb)))
flips = [excite(reference, i, n + a) for i in range(na) for a in range(nb, n)]


def ci_matrix(dets, ca, cb):
    """Matrix of H from anticommuting operator strings only."""
    call = np.hstack([ca, cb])
    spin = np.repeat([0, 1], n)
    same = (spin[:, None] == spin[None, :]).astype(float)
    h1 = (call.T @ hcore @ call) * same
    g = integrals(call, call, call, call)
    g = g * same[:, :, None, None] * same[None, None, :, :]
    ones, twos = [], []
    for det, s0 in dets:
        one, two = {}, {}
        occ = [p for p in range(2 * n) if det >> p & 1]
        for p in occ:
            d1, s1 = strip(det, p)
            one.setdefault(d1, []).append((p, s0 * s1))
            for r in occ:
                if r != p:
                    d2, s2 = strip(d1, r)
                    two.setdefault(d2, []).append((p, r, s0 * s1 * s2))
        ones.append(one)
        twos.append(two)
    m = np.zeros((len(dets), len(dets)))
    for k in range(len(dets)):
        for l in range(len(dets)):
            val = 0.0
            for rest, left in ones[k].items():
                for q, t in ones[l].get(rest, ()):
                    for p, s in left:
                        val += s * t * h1[p, q]
            for rest, left in twos[k].items():
                for q, u, t in twos[l].get(rest, ()):
                    for p, r, s in left:
                        val += 0.5 * s * t * g[p, q, r, u]
            m[k, l] = val
    return m + enuc * np.eye(len(dets))


def spin_square(vec):
    """<S^2> of an M_s = 0 state = squared norm of S+ acting on it."""
    out = {}
    for c, (det, s0) in zip(vec, flips):
        for p in range(n):
            if det >> (n + p) & 1 and not det >> p & 1:
                new, s = excite(det, n + p, p)
                out[new] = out.get(new, 0.0) + c * s0 * s
    return sum(x * x for x in out.values())


print(f"CH2 bond length: {bond:.2f} angstrom; angle: {angle:.1f} degree")
print(f"basis functions: {n}; alpha, beta electrons: {na}, {nb}")
print(f"spin-flip determinants: {len(flips)}")

# ---- SF-CIS elements with different alpha and beta orbitals (UHF) ----
uhf = scf.UHF(mol)
uhf.conv_tol = 1e-12
uhf.kernel()
assert uhf.converged
ca, cb = uhf.mo_coeff
fa, fb = fock_pair(ca, cb, None, 1.0)
a_uhf, _ = flip_matrix(ca, cb, fa, fb, 1.0)
full = ci_matrix([(reference, 1)] + flips, ca, cb)
assert abs(full[0, 0] - uhf.e_tot) < 1e-8
assert np.max(np.abs(full[0, 1:])) < 1e-10
dev = np.max(np.abs(full[1:, 1:] - full[0, 0] * np.eye(len(flips)) - a_uhf))
assert dev < 1e-8
print(f"UHF energy: {uhf.e_tot:.6f} hartree")
print(f"SF-CIS formula vs operator strings, max dev: {dev:.1e} hartree")

# contrast: alpha->alpha excitations do need the Coulomb-type integral
keep = [excite(reference, i, a) for i in range(na) for a in range(na, n)]
o, v = ca[:, :na], ca[:, na:]
direct = integrals(o, v, o, v)
no_direct = (one_body(o.T @ fa @ o, v.T @ fa @ v)
             - integrals(o, o, v, v).transpose(0, 2, 1, 3))
exact = ci_matrix(keep, ca, cb) - full[0, 0] * np.eye(len(keep))
shape = exact.shape
dev_keep = np.max(np.abs(exact - (no_direct + direct).reshape(shape)))
missing = np.max(np.abs(exact - no_direct.reshape(shape)))
assert dev_keep < 1e-8 and missing > 1e-2
print(f"alpha->alpha block, max dev with (ia|jb): {dev_keep:.1e} hartree")
print(f"alpha->alpha block, max dev without it: {missing:.4f} hartree")

# ---- restricted open-shell references, three exchange fractions ----
rng = np.random.default_rng(7)
occupied = list(range(na)) + list(range(n, n + nb))


def rotated(c, kappa, lam, t):
    x = np.zeros((2 * n, 2 * n))
    x[n + nb:, :na] = kappa.T
    x[na:n, n:n + nb] = lam.T
    return block_diag(c, c) @ expm(t * (x - x.T))[:, occupied]


cases = [("ROHF", None), ("BHHLYP", "0.5*HF + 0.5*B88, LYP"),
         ("BLYP", "B88, LYP")]
for name, xc in cases:
    mf = scf.ROHF(mol) if xc is None else dft.ROKS(mol)
    if xc is not None:
        mf.xc = xc
        mf.grids.level = 2
    mf.conv_tol = 1e-11
    mf.conv_tol_grad = 1e-6
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    cx = 1.0 if xc is None else float(ni.hybrid_coeff(xc, spin=1))
    c = mf.mo_coeff[:, np.argsort(-mf.mo_occ, kind="stable")]
    fa, fb = fock_pair(c, c, xc, cx)
    a_mat, w = flip_matrix(c, c, fa, fb, cx)
    no_rot = np.zeros((nb, n - na))
    e0 = energy(rotated(c, np.zeros((na, n - nb)), no_rot, 0.0), xc, cx)
    assert abs(e0 - mf.e_tot) < 1e-6

    def curvature(kappa, lam):
        f = [(energy(rotated(c, kappa, lam, t), xc, cx) - e0) / t**2
             for t in (0.01, 0.02)]
        return (4 * f[0] - f[1]) / 3

    # tolerance 5e-4: low-density tails limit the finite differences
    worst = 0.0
    for _ in range(2):
        kappa = rng.normal(size=(na, n - nb))
        kappa /= np.linalg.norm(kappa)
        k = kappa.ravel()
        measured = curvature(kappa, no_rot)
        worst = max(worst, abs(measured - k @ a_mat @ k))
        assert k @ w @ k > 0.05
    assert worst < 5e-4
    # coupling to beta->alpha rotations, integral (ib|aj)
    ib_aj = integrals(c[:, :na], c[:, na:], c[:, nb:], c[:, :nb])
    b_int = ib_aj.transpose(0, 2, 3, 1).reshape(len(k), -1)
    lam = k @ b_int
    lam /= np.linalg.norm(lam)
    lam_mat = lam.reshape(nb, n - na)
    cross = (curvature(kappa, lam_mat) - curvature(kappa, -lam_mat)) / 4
    assert k @ b_int @ lam > 5e-3
    assert abs(cross + cx * (k @ b_int @ lam)) < 5e-4

    # the two flips p->p and q->q of the open orbitals p, q
    p_flip, q_flip = nb * (n - nb), (nb + 1) * (n - nb) + 1
    pair = a_mat[np.ix_([p_flip, q_flip], [p_flip, q_flip])]
    op, oq = c[:, nb:nb + 1], c[:, nb + 1:nb + 2]
    kpq = integrals(op, oq, op, oq).item()
    pair_roots = np.linalg.eigvalsh(pair)
    roots, vecs = np.linalg.eigh(a_mat)
    s2 = [spin_square(vecs[:, m]) for m in range(4)]
    open_idx = [i * (n - nb) + a for i in (nb, nb + 1) for a in (0, 1)]
    weight = np.sum(vecs[open_idx, :4]**2, axis=0)
    if xc is None:
        assert np.max(np.abs(pair - kpq * np.array([[1, -1], [-1, 1]]))) < 1e-7
        assert np.max(np.abs(pair_roots - [0.0, 2 * kpq])) < 1e-7
        triplet = np.zeros(len(k))
        triplet[[p_flip, q_flip]] = np.sqrt(0.5)
        assert np.linalg.norm(a_mat @ triplet) < 1e-5
        assert abs(spin_square(triplet) - 2) < 1e-10
        c_hf = c
    if cx == 0.0:
        eo = np.linalg.eigvalsh(c[:, :na].T @ fa @ c[:, :na])
        ev = np.linalg.eigvalsh(c[:, nb:].T @ fb @ c[:, nb:])
        gaps = np.sort((ev[None, :] - eo[:, None]).ravel())
        assert np.max(np.abs(gaps - roots)) < 1e-8

    def row(values, digits):
        return ", ".join(f"{x + 0.0:.{digits}f}" for x in values)

    print(f"{name}: exact-exchange fraction {cx:.2f}")
    print(f"  reference energy: {mf.e_tot:.6f} hartree")
    print(f"  energy curvature vs formula, max dev: {worst:.1e} hartree")
    print(f"  beta->alpha coupling, measured: {cross:.5f} hartree")
    print(f"  beta->alpha coupling, formula: {-cx * (k @ b_int @ lam):.5f} hartree")
    print(f"  K_pq of the open orbitals: {kpq:.5f} hartree")
    print(f"  pair diagonal elements: {row(np.diag(pair), 5)} hartree")
    print(f"  pair coupling: {pair[0, 1]:.5f} hartree")
    print(f"  pair roots: {row(pair_roots, 5)} hartree")
    print(f"  lowest 4 roots: {row(roots[:4], 5)} hartree")
    print(f"  lowest 4 roots: {row(roots[:4] * EV, 3)} eV")
    print(f"  their <S^2>: {row(s2, 3)}")
    print(f"  their open-shell weights: {row(weight, 3)}")

# ---- limit of the claim: noncollinear local exchange does couple flips ----
ao = ni.eval_ao(mol, grids.coords)
wt = grids.weights
kappa = np.zeros((na, n - nb))
kappa[nb, 0] = 1.0
t = 0.005
cocc = rotated(c_hf, kappa, np.zeros((nb, n - na)), t)
up, down = ao @ cocc[:n], ao @ cocc[n:]
n_up, n_dn = np.sum(up**2, axis=1), np.sum(down**2, axis=1)
n_mix = np.sum(up * down, axis=1)


def local_exchange(d1, d2):
    pref = -1.5 * (3 / (4 * np.pi))**(1 / 3)
    return pref * np.sum(wt * (d1**(4 / 3) + d2**(4 / 3)))


mag = np.sqrt((n_up - n_dn)**2 + 4 * n_mix**2)
major = (n_up + n_dn + mag) / 2
minor = np.clip((n_up + n_dn - mag) / 2, 0, None)
extra = (local_exchange(major, minor) - local_exchange(n_up, n_dn)) / t**2
phi = ao @ c_hf
ra = np.sum(phi[:, :na]**2, axis=1)**(1 / 3)
rb = np.sum(phi[:, :nb]**2, axis=1)**(1 / 3)
# (v_alpha - v_beta)/(n_alpha - n_beta), written without the 0/0 form
kernel = -(6 / np.pi)**(1 / 3) / (ra**2 + ra * rb + rb**2 + 1e-30)
predicted = np.sum(wt * kernel * phi[:, nb]**4)
assert abs(extra - predicted) < 0.02 * abs(predicted)
assert abs(predicted) > 0.01
print(f"noncollinear local exchange, measured: {extra:.5f} hartree")
print(f"noncollinear local exchange, formula: {predicted:.5f} hartree")
print("checks complete")
```

It fails:

```
CH2 bond length: 1.10 angstrom; angle: 130.0 degree
basis functions: 13; alpha, beta electrons: 5, 3
spin-flip determinants: 50
UHF energy: -38.910465 hartree
SF-CIS formula vs operator strings, max dev: 4.3e-14 hartree
alpha->alpha block, max dev with (ia|jb): 3.7e-14 hartree
alpha->alpha block, max dev without it: 0.1118 hartree
Traceback (most recent call last):
  File "check.py", line 255, in <module>
    assert np.linalg.norm(a_mat @ triplet) < 1e-5
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was a physical claim: that the M_s = 0 triplet combination of the two open-shell flips is an exact eigenvector of the full SF-CIS matrix with root zero. ROHF makes only the sum F^α + F^β vanish between closed and virtual orbitals, and the difference F^α − F^β still couples this combination to closed-to-virtual flips. The failed zero-residual assertion is therefore replaced by a test, at the same 1e-5 tolerance but per element instead of on the norm, that the residual equals this difference and vanishes elsewhere, and by a test that the zero root returns when those flips are removed. The exact zero root is now claimed only without those flips, the shifted root is printed, and rounded negative zeros are printed as zero.

Diff:

```diff
@@ -79,4 +79,9 @@
     a = one_body(o.T @ fa @ o, v.T @ fb @ v) - cx * w
     return a.reshape(size, size), w.reshape(size, size)
+
+
+def row(values, digits):
+    return ", ".join(f"{round(float(x), digits) + 0.0:.{digits}f}"
+                     for x in values)
 
 
@@ -235,6 +240,7 @@
     lam_mat = lam.reshape(nb, n - na)
     cross = (curvature(kappa, lam_mat) - curvature(kappa, -lam_mat)) / 4
+    cross_formula = -cx * (k @ b_int @ lam)
     assert k @ b_int @ lam > 5e-3
-    assert abs(cross + cx * (k @ b_int @ lam)) < 5e-4
+    assert abs(cross - cross_formula) < 5e-4
 
     # the two flips p->p and q->q of the open orbitals p, q
@@ -248,12 +254,49 @@
     open_idx = [i * (n - nb) + a for i in (nb, nb + 1) for a in (0, 1)]
     weight = np.sum(vecs[open_idx, :4]**2, axis=0)
+
+    print(f"{name}: exact-exchange fraction {cx:.2f}")
+    print(f"  reference energy: {mf.e_tot:.6f} hartree")
+    print(f"  energy curvature vs formula, max dev: {worst:.1e} hartree")
+    print(f"  beta->alpha coupling, measured: {row([cross], 5)} hartree")
+    print(f"  beta->alpha coupling, formula: {row([cross_formula], 5)} hartree")
+    print(f"  K_pq of the open orbitals: {kpq:.5f} hartree")
+    print(f"  pair diagonal elements: {row(np.diag(pair), 5)} hartree")
+    print(f"  pair coupling: {row([pair[0, 1]], 5)} hartree")
+    print(f"  pair roots: {row(pair_roots, 5)} hartree")
+    print(f"  lowest 4 roots: {row(roots[:4], 5)} hartree")
+    print(f"  lowest 4 roots: {row(roots[:4] * EV, 3)} eV")
+    print(f"  their <S^2>: {row(s2, 3)}")
+    print(f"  their open-shell weights: {row(weight, 3)}")
+
     if xc is None:
+        c_hf = c
         assert np.max(np.abs(pair - kpq * np.array([[1, -1], [-1, 1]]))) < 1e-7
         assert np.max(np.abs(pair_roots - [0.0, 2 * kpq])) < 1e-7
         triplet = np.zeros(len(k))
         triplet[[p_flip, q_flip]] = np.sqrt(0.5)
-        assert np.linalg.norm(a_mat @ triplet) < 1e-5
         assert abs(spin_square(triplet) - 2) < 1e-10
-        c_hf = c
+        # ROHF cancels the sum of the closed-virtual Fock elements only;
+        # their difference couples the triplet to closed->virtual flips
+        fa_cv = c[:, :nb].T @ fa @ c[:, na:]
+        fb_cv = c[:, :nb].T @ fb @ c[:, na:]
+        assert np.max(np.abs(fa_cv + fb_cv)) < 1e-5
+        expected = np.zeros((na, n - nb))
+        expected[:nb, na - nb:] = np.sqrt(0.5) * (fa_cv - fb_cv)
+        residual = a_mat @ triplet
+        assert np.max(np.abs(residual - expected.ravel())) < 1e-5
+        closed_virtual = np.zeros((na, n - nb), dtype=bool)
+        closed_virtual[:nb, na - nb:] = True
+        rest = np.flatnonzero(~closed_virtual.ravel())
+        reduced = np.linalg.eigvalsh(a_mat[np.ix_(rest, rest)])
+        zero_root = reduced[np.argmin(np.abs(reduced))]
+        assert abs(zero_root) < 1e-5
+        assert roots[0] < 1e-10
+        overlap = (vecs.T @ triplet)**2
+        m = int(np.argmax(overlap))
+        print("  triplet coupling to closed->virtual flips, norm: "
+              f"{np.linalg.norm(residual):.5f} hartree")
+        print(f"  triplet root without these flips: {row([zero_root], 5)} hartree")
+        print(f"  triplet root with them: {row([roots[m]], 5)} hartree")
+        print(f"  its weight on the open-pair triplet: {overlap[m]:.4f}")
     if cx == 0.0:
         eo = np.linalg.eigvalsh(c[:, :na].T @ fa @ c[:, :na])
@@ -261,21 +304,4 @@
         gaps = np.sort((ev[None, :] - eo[:, None]).ravel())
         assert np.max(np.abs(gaps - roots)) < 1e-8
-
-    def row(values, digits):
-        return ", ".join(f"{x + 0.0:.{digits}f}" for x in values)
-
-    print(f"{name}: exact-exchange fraction {cx:.2f}")
-    print(f"  reference energy: {mf.e_tot:.6f} hartree")
-    print(f"  energy curvature vs formula, max dev: {worst:.1e} hartree")
-    print(f"  beta->alpha coupling, measured: {cross:.5f} hartree")
-    print(f"  beta->alpha coupling, formula: {-cx * (k @ b_int @ lam):.5f} hartree")
-    print(f"  K_pq of the open orbitals: {kpq:.5f} hartree")
-    print(f"  pair diagonal elements: {row(np.diag(pair), 5)} hartree")
-    print(f"  pair coupling: {pair[0, 1]:.5f} hartree")
-    print(f"  pair roots: {row(pair_roots, 5)} hartree")
-    print(f"  lowest 4 roots: {row(roots[:4], 5)} hartree")
-    print(f"  lowest 4 roots: {row(roots[:4] * EV, 3)} eV")
-    print(f"  their <S^2>: {row(s2, 3)}")
-    print(f"  their open-shell weights: {row(weight, 3)}")
 
 # ---- limit of the claim: noncollinear local exchange does couple flips ----
```

Output now:

```
CH2 bond length: 1.10 angstrom; angle: 130.0 degree
basis functions: 13; alpha, beta electrons: 5, 3
spin-flip determinants: 50
UHF energy: -38.910465 hartree
SF-CIS formula vs operator strings, max dev: 4.3e-14 hartree
alpha->alpha block, max dev with (ia|jb): 3.7e-14 hartree
alpha->alpha block, max dev without it: 0.1118 hartree
ROHF: exact-exchange fraction 1.00
  reference energy: -38.906087 hartree
  energy curvature vs formula, max dev: 8.9e-10 hartree
  beta->alpha coupling, measured: -0.05015 hartree
  beta->alpha coupling, formula: -0.05015 hartree
  K_pq of the open orbitals: 0.04225 hartree
  pair diagonal elements: 0.04225, 0.04225 hartree
  pair coupling: -0.04225 hartree
  pair roots: 0.00000, 0.08451 hartree
  lowest 4 roots: -0.00316, 0.05257, 0.07837, 0.16460 hartree
  lowest 4 roots: -0.086, 1.431, 2.133, 4.479 eV
  their <S^2>: 2.000, 0.002, 0.012, 0.034
  their open-shell weights: 0.996, 0.998, 0.989, 0.966
  triplet coupling to closed->virtual flips, norm: 0.05395 hartree
  triplet root without these flips: 0.00000 hartree
  triplet root with them: -0.00316 hartree
  its weight on the open-pair triplet: 0.9954
BHHLYP: exact-exchange fraction 0.50
  reference energy: -39.117129 hartree
  energy curvature vs formula, max dev: 4.2e-10 hartree
  beta->alpha coupling, measured: -0.02830 hartree
  beta->alpha coupling, formula: -0.02830 hartree
  K_pq of the open orbitals: 0.04050 hartree
  pair diagonal elements: 0.05270, 0.05123 hartree
  pair coupling: -0.02025 hartree
  pair roots: 0.03170, 0.07223 hartree
  lowest 4 roots: 0.03030, 0.04027, 0.06884, 0.12794 hartree
  lowest 4 roots: 0.825, 1.096, 1.873, 3.481 eV
  their <S^2>: 1.999, 0.002, 0.007, 0.015
  their open-shell weights: 0.998, 0.998, 0.994, 0.985
BLYP: exact-exchange fraction 0.00
  reference energy: -39.115476 hartree
  energy curvature vs formula, max dev: 1.0e-09 hartree
  beta->alpha coupling, measured: 0.00000 hartree
  beta->alpha coupling, formula: 0.00000 hartree
  K_pq of the open orbitals: 0.03996 hartree
  pair diagonal elements: 0.12133, 0.10972 hartree
  pair coupling: 0.00000 hartree
  pair roots: 0.10972, 0.12133 hartree
  lowest 4 roots: 0.07588, 0.10663, 0.11498, 0.14574 hartree
  lowest 4 roots: 2.065, 2.902, 3.129, 3.966 eV
  their <S^2>: 0.005, 1.000, 1.000, 0.013
  their open-shell weights: 0.995, 0.995, 0.987, 0.987
noncollinear local exchange, measured: -0.13256 hartree
noncollinear local exchange, formula: -0.13257 hartree
checks complete
```
